**Numerical test of the Lorenz number for elastic scattering**

The program tests $L=\kappa/(\sigma T)=(\pi^2/3)(k_B/e)^2[1-(7\pi^2/20)(k_BT/\mu)^2+\dots]$, where $\sigma$ is the electrical conductivity, $\kappa$ the electronic heat conductivity at zero current, $T$ the temperature and $\mu$ the chemical potential. It asserts that currents built from electron collision histories in small finite gradients agree with the energy integrals to a relative $10^{-5}$, and that the cross coefficients obey the Onsager relation. It also asserts the thermal moments, the correction coefficient for three power-law transport functions, and the fourth-order decay of the remaining error. For a model metal with $\mu=5$ eV at 300 K, the output gives $L=2.443\times10^{-8}$ V²/K², lower than the leading value by a relative $9.2\times10^{-5}$. A linearized collision matrix with added forward energy exchange leaves the charge current unchanged and lowers $L$ to 0.70 of the elastic value for the chosen kernel. For clean square wires with sharp subbands, the program asserts that the largest departure of $L$ shrinks as the side grows from 10 to 20 to 100 Å. The output shows departures of 1.5 %, 0.41 % and 0.03 % in magnitude.

## Check in Python

```python
# Result under test: for a degenerate metal with elastic scattering and an
# energy-independent relaxation time tau, the Lorenz number is
#   L = kappa/(sigma*T) = (pi^2/3)(k/e)^2 * [1 - (7 pi^2/20)(kT/mu)^2 + ...]
# sigma: electrical conductivity; kappa: electronic heat conductivity at zero
# electric current; mu: chemical potential; k: Boltzmann constant; T: temperature.
# S(E) is the transport function, z = (E-mu)/kT, x = kT/mu.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import expit

PI = np.pi
L_UNIT = PI**2 / 3          # leading Lorenz number in units of (k/e)^2


def thermal_weight(z):
    """Minus the derivative of the Fermi function with respect to z."""
    return 0.25 / np.cosh(z / 2)**2


def moments(z, transport):
    """Integrals of S * z^n * (-df/dz), n = 0, 1, 2, on a uniform grid."""
    w = thermal_weight(z) * transport * (z[1] - z[0])
    return np.array([np.sum(w * z**n) for n in range(3)])


def lorenz_ratio(z, transport):
    """L divided by its leading low-temperature value."""
    a0, a1, a2 = moments(z, transport)
    return (a2 / a0 - (a1 / a0)**2) / L_UNIT


Z = np.linspace(-40, 40, 8001)

# --- Moments of the thermal weight, by quadrature
dz = Z[1] - Z[0]
moment2 = np.sum(thermal_weight(Z) * Z**2) * dz
moment4 = np.sum(thermal_weight(Z) * Z**4) * dz
assert abs(moment2 - PI**2 / 3) < 1e-9
assert abs(moment4 - 7 * PI**4 / 15) < 1e-8

# --- Finite-temperature correction: value and order of the remaining error
errors = []
for x in (0.01, 0.005):
    series = 1 - 7 * PI**2 / 20 * x**2
    errors.append(lorenz_ratio(Z, (1 + x * Z)**1.5) - series)
error_factor = errors[0] / errors[1]
assert abs(error_factor - 16) < 1

# --- Other energy dependences S ~ E^p: same leading value, other correction
x_small = 0.003
power_results = []
for p in (1.0, 1.5, 3.0):
    ratio = lorenz_ratio(Z, (1 + x_small * Z)**p)
    measured = (ratio - 1) / x_small**2
    predicted = PI**2 * (3 * p**2 - 8 * p) / 15
    assert abs(measured - predicted) < 0.01
    power_results.append((p, measured, predicted))

# --- Currents from collision histories, atomic units, small finite gradients.
# Each electron carries the local equilibrium of the place of its last collision.
MU, KT, TAU = 0.2, 0.01, 10.0


def currents(force, grad_kt):
    """Particle flux and heat flux along x."""
    z = np.linspace(-MU / KT, 40, 1201)
    energy = np.maximum(MU + KT * z, 0)[:, None, None]
    speed = np.sqrt(2 * energy)
    age, age_weight = np.polynomial.laguerre.laggauss(20)
    cosine, cos_weight = np.polynomial.legendre.leggauss(12)
    s = TAU * age[None, :, None]
    u = cosine[None, None, :]
    path = speed * u * s - force * s**2 / 2
    f = expit(-(energy - force * path - MU) / (KT - grad_kt * path))
    weight = age_weight[None, :, None] * cos_weight[None, None, :] / 2
    flux = np.sum(weight * speed * u * f, axis=(1, 2))
    flux *= speed[:, 0, 0] / PI**2 * KT * (z[1] - z[0])
    return np.sum(flux), np.sum(flux * KT * z)


FORCE, GRAD_KT = 1e-6, 1e-7
n_force, q_force = currents(FORCE, 0.0)
n_grad, q_grad = currents(0.0, GRAD_KT)
sigma_hist = n_force / FORCE
onsager = (q_force / FORCE) / (-n_grad * KT / GRAD_KT)
open_force = -n_grad / sigma_hist
n_open, q_open = currents(open_force, GRAD_KT)
lorenz_hist = -q_open / GRAD_KT / (sigma_hist * KT) / L_UNIT
z_pos = np.linspace(-MU / KT, 40, 12001)
lorenz_int = lorenz_ratio(z_pos, np.maximum(1 + KT / MU * z_pos, 0)**1.5)
density = quad(lambda q: q**2 / PI**2 * expit((MU - q**2 / 2) / KT),
               0, np.sqrt(2 * (MU + 40 * KT)), epsabs=1e-13, limit=200)[0]
assert abs(onsager - 1) < 1e-5
assert abs(n_open / n_grad) < 1e-5
assert abs(lorenz_hist / lorenz_int - 1) < 1e-5
assert abs(sigma_hist / (density * TAU) - 1) < 1e-5

# --- Energy-exchanging forward collisions added to elastic ones (tau = 1).
# The rates obey detailed balance; the velocity is the same at all energies.
zi = np.linspace(-20, 20, 401)
hi = zi[1] - zi[0]
wi = thermal_weight(zi)
half_cosh = 2 * np.cosh(zi / 2)
exchange = np.exp(-np.abs(zi[:, None] - zi[None, :]))
exchange *= hi / (half_cosh[:, None] * half_cosh[None, :])
collision = np.diag(wi + exchange.sum(axis=1)) - exchange
charge_solution = np.linalg.solve(collision, wi)
heat_solution = np.linalg.solve(collision, wi * zi)
charge_inel = np.sum(wi * charge_solution) * hi
cross_inel = np.sum(wi * heat_solution) * hi
heat_inel = np.sum(wi * zi * heat_solution) * hi
lorenz_inel = (heat_inel / charge_inel - (cross_inel / charge_inel)**2) / L_UNIT
exchange_rate = exchange.sum() / wi.sum()
assert abs(charge_inel - 1) < 1e-6
assert lorenz_inel < 0.95

# --- Worked example in eV and angstrom
mu_ev, mfp, temp = 5.0, 100.0, 300.0
k_ev = const.k / const.e
kt_ev = k_ev * temp
hbar2_m = const.hbar**2 / const.m_e / const.e * 1e20     # eV angstrom^2
k_f = np.sqrt(2 * mu_ev / hbar2_m)
broadening = hbar2_m * k_f / mfp                         # hbar/tau
x_ex = kt_ev / mu_ev
s_mu = k_f**2 * mfp / (3 * PI**2)                        # e^2/(hbar angstrom)
a0, a1, a2 = moments(Z, s_mu * (1 + x_ex * Z)**1.5)
sigma = a0
kappa = k_ev**2 * temp * (a2 - a1**2 / a0)               # eV^2/(hbar angstrom K)
thermopower = -k_ev * a1 / a0
open_share = a1**2 / (a0 * a2)
lorenz = kappa / (sigma * temp)
lorenz_lead = L_UNIT * k_ev**2
density_ex = quad(lambda q: q**2 / PI**2
                  * expit((mu_ev - hbar2_m * q**2 / 2) / kt_ev),
                  0, 1.3 * k_f, points=[k_f], epsabs=1e-12, limit=200)[0]
assert abs(sigma / (density_ex * hbar2_m / broadening) - 1) < 1e-7
assert abs(thermopower / (-PI**2 / 2 * k_ev * x_ex) - 1) < 1e-3
assert abs(open_share / (3 * PI**2 / 4 * x_ex**2) - 1) < 1e-2
assert abs(lorenz / lorenz_lead - 1 + 7 * PI**2 / 20 * x_ex**2) < 1e-7
to_si = const.e**2 / const.hbar * 1e10

# --- Narrow clean wires with square cross-section and sharp subbands
steps = 40
half = 30 * steps
reach = int(round(0.5 / kt_ev * steps))
energies = mu_ev + kt_ev / steps * np.arange(-reach - half, reach + half + 1)
z_wire = np.arange(-half, half + 1) / steps
wire_results = []
for side in (10.0, 20.0, 100.0):
    top = int(np.sqrt(2 * energies[-1] / hbar2_m) * side / PI) + 1
    n = np.arange(1, top + 1)
    edges = hbar2_m / 2 * (PI / side)**2 * (n[:, None]**2 + n[None, :]**2)
    edges = edges.ravel()
    s_wire = np.zeros_like(energies)
    for edge in edges[edges < energies[-1]]:
        s_wire += np.sqrt(np.maximum(energies - edge, 0))
    centres = np.arange(half, half + 2 * reach + 1, 4)
    shift = np.array([lorenz_ratio(z_wire, s_wire[c - half:c + half + 1]) - 1
                      for c in centres])
    worst = np.argmax(np.abs(shift))
    mu_worst = energies[centres[worst]]
    nearest = edges[np.argmin(np.abs(edges - mu_worst))]
    wire_results.append((side, np.sum(edges < mu_ev), shift[worst],
                         mu_worst, nearest, shift[-1]))
assert abs(wire_results[0][2]) > abs(wire_results[1][2]) > abs(wire_results[2][2])
assert abs(wire_results[0][3] - wire_results[0][4]) < 5 * kt_ev
assert abs(wire_results[0][5]) < 0.3 * abs(wire_results[0][2])

# --- Output
print(f"second moment of thermal weight: {moment2:.6f}")
print(f"fourth moment of thermal weight: {moment4:.5f}")
print(f"series error factor when kT/mu is halved: {error_factor:.2f}")
for p, measured, predicted in power_results:
    print(f"S ~ E^{p}: correction coefficient {measured:.4f}, formula {predicted:.4f}")
print(f"collision histories, kT/mu: {KT / MU:.3f}")
print(f"  L/L0 from histories: {lorenz_hist:.6f}")
print(f"  L/L0 from energy integrals: {lorenz_int:.6f}")
print(f"  ratio of cross coefficients: {onsager:.6f}")
print(f"  sigma/(n tau) in atomic units: {sigma_hist / (density * TAU):.6f}")
print(f"energy exchange: mean rate times tau: {exchange_rate:.3f}")
print(f"  charge conduction relative to elastic case: {charge_inel:.6f}")
print(f"  L/L0 with energy exchange: {lorenz_inel:.4f}")
print(f"example: chemical potential: {mu_ev:.1f} eV")
print(f"  mean free path at mu: {mfp:.0f} angstrom")
print(f"  temperature: {temp:.0f} K")
print(f"  Boltzmann constant: {k_ev:.6e} eV/K")
print(f"  hbar^2/m: {hbar2_m:.5f} eV angstrom^2")
print(f"  kT: {kt_ev:.6f} eV")
print(f"  kT/mu: {x_ex:.6f}")
print(f"  wave number at mu: {k_f:.5f} 1/angstrom")
print(f"  electron density: {density_ex:.6f} 1/angstrom^3")
print(f"  hbar/tau: {broadening:.5f} eV")
print(f"  sigma: {sigma:.4f} e^2/(hbar angstrom)")
print(f"  sigma converted: {sigma * to_si:.4e} S/m")
print(f"  kappa: {kappa:.4e} eV^2/(hbar angstrom K)")
print(f"  kappa converted: {kappa * to_si:.3f} W/(m K)")
print(f"  thermopower: {thermopower:.4e} V/K")
print(f"  share of heat conduction removed at open circuit: {open_share:.3e}")
print(f"  leading Lorenz number L0: {lorenz_lead:.6e} V^2/K^2")
print(f"  Lorenz number L at 300 K: {lorenz:.6e} V^2/K^2")
print(f"  L/L0 - 1: {lorenz / lorenz_lead - 1:.4e}")
for side, count, dev, mu_w, edge, end_dev in wire_results:
    print(f"wire side {side:.0f} angstrom: {count} subbands open at 5 eV")
    print(f"  largest L/L0 - 1: {100 * dev:.4f} percent at mu = {mu_w:.3f} eV")
    print(f"  nearest subband edge: {edge:.3f} eV")
    print(f"  L/L0 - 1 at upper end of scan: {100 * end_dev:.4f} percent")
print("checks complete")
```

Output:

```
second moment of thermal weight: 3.289868
fourth moment of thermal weight: 45.45758
series error factor when kT/mu is halved: 16.01
S ~ E^1.0: correction coefficient -3.2899, formula -3.2899
S ~ E^1.5: correction coefficient -3.4541, formula -3.4544
S ~ E^3.0: correction coefficient 1.9739, formula 1.9739
collision histories, kT/mu: 0.050
  L/L0 from histories: 0.991560
  L/L0 from energy integrals: 0.991560
  ratio of cross coefficients: 1.000000
  sigma/(n tau) in atomic units: 1.000000
energy exchange: mean rate times tau: 1.871
  charge conduction relative to elastic case: 1.000000
  L/L0 with energy exchange: 0.7003
example: chemical potential: 5.0 eV
  mean free path at mu: 100 angstrom
  temperature: 300 K
  Boltzmann constant: 8.617333e-05 eV/K
  hbar^2/m: 7.61996 eV angstrom^2
  kT: 0.025852 eV
  kT/mu: 0.005170
  wave number at mu: 1.14558 1/angstrom
  electron density: 0.050777 1/angstrom^3
  hbar/tau: 0.08729 eV
  sigma: 4.4324 e^2/(hbar angstrom)
  sigma converted: 1.0789e+07 S/m
  kappa: 3.2482e-05 eV^2/(hbar angstrom K)
  kappa converted: 79.066 W/(m K)
  thermopower: -2.1986e-06 V/K
  share of heat conduction removed at open circuit: 1.978e-04
  leading Lorenz number L0: 2.443005e-08 V^2/K^2
  Lorenz number L at 300 K: 2.442779e-08 V^2/K^2
  L/L0 - 1: -9.2323e-05
wire side 10 angstrom: 8 subbands open at 5 eV
  largest L/L0 - 1: 1.4595 percent at mu = 4.859 eV
  nearest subband edge: 4.888 eV
  L/L0 - 1 at upper end of scan: -0.0586 percent
wire side 20 angstrom: 37 subbands open at 5 eV
  largest L/L0 - 1: 0.4131 percent at mu = 4.673 eV
  nearest subband edge: 4.700 eV
  L/L0 - 1 at upper end of scan: -0.0803 percent
wire side 100 angstrom: 1011 subbands open at 5 eV
  largest L/L0 - 1: -0.0329 percent at mu = 4.999 eV
  nearest subband edge: 5.009 eV
  L/L0 - 1 at upper end of scan: -0.0037 percent
checks complete
```
